\section*{Why radial excitations dominate Sternheimer antishielding from Na+ to Cs+}

\section{What the factor measures}

\textbf{Q.} I measure a quadrupole coupling at an alkali nucleus and want the field gradient made by charges outside the ion. What does the Sternheimer factor do to that gradient, and with what sign?

\textbf{A.} Take a closed-shell ion centred at the origin, with all external charges outside its electron density. I use Hartree atomic units. Take the source axially symmetric about $z$; a general quadrupole field is a sum of five components, and a spherical ion multiplies each by the same factor. The quadrupole part of the external field then gives each electron the potential energy
\begin{equation}
v=F\,r^2C_{20},\qquad C_{20}=\tfrac12(3\cos^2\theta-1).
\end{equation}
The electron has charge $-1$, so the electrostatic potential is $-F r^2C_{20}=-\tfrac F2(2z^2-x^2-y^2)$, and its second derivative along $z$, the quantity called the field gradient, is $V_{zz}=-2F$.

The field changes the electron number density by $\delta n$, which adds the potential $-\int\delta n(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Near the nucleus $r<r'$, and the axial quadrupole term of the multipole expansion is $-r^2C_{20}(\theta)\int\delta n\,C_{20}(\theta')/r'^3\,d^3r'$. Its contribution to $V_{zz}$ is $-2\int\delta n\,C_{20}/r'^3\,d^3r'$. Writing the total as $-2F(1-\gamma)$ gives
\begin{equation}
\gamma=-\frac1F\int\delta n\,\frac{C_{20}}{r^3}\,d^3r .
\label{eq:gamma}
\end{equation}
Positive $\gamma$ is shielding and negative $\gamma$ is antishielding.

\section{Two kinds of excitation}

\textbf{Q.} The electrons should move to where their energy is lower and so oppose the field. How can they amplify it?

\textbf{A.} Start with a frozen Hartree--Fock operator, whose orbitals $\phi_i$ have energies $\epsilon_i$. First-order perturbation theory gives
\begin{equation}
\delta\phi_i=-F\sum_a\phi_a\frac{\langle a|r^2C_{20}|i\rangle}{\epsilon_a-\epsilon_i}.
\end{equation}
With real orbitals $\delta n=4\sum_i\phi_i\delta\phi_i$: one factor 2 is spin, the other comes from varying $\phi_i^2$. Inserting this in \eqref{eq:gamma}, the two minus signs cancel:
\begin{equation}
\gamma=4\sum_{i,a}\frac{\langle i|r^{-3}C_{20}|a\rangle\langle a|r^2C_{20}|i\rangle}{\epsilon_a-\epsilon_i}.
\label{eq:sum}
\end{equation}
Here $a$ is unoccupied. Adding occupied $a$ from other shells changes nothing, because the pairs $(i,a)$ and $(a,i)$ have equal numerators and opposite denominators.

Each term is an angular factor times radial integrals. The angular factor, summed over $m$, is $S(l,l')=\sum_m\langle l'm|C_{20}|lm\rangle^2\ge0$, so the sign comes from the radial part.

For a p orbital $\langle\cos^2\theta\rangle$ is $3/5$ at $m=0$ and $1/5$ at $m=\pm1$. The diagonal elements of $C_{20}$ are then $q_0=2/5$ and $q_{\pm1}=-1/5$, and $S(p,p)=4/25+2/25=6/25$. The sum over all final $l'$ is $\sum_m\langle C_{20}^2\rangle=\frac{3}{4\pi}\int C_{20}^2\,d\Omega=3/5$. Only p and f are reached, so $S(p,f)=3/5-6/25=9/25$.

Now sum the radial numerators over a complete set of final states, ignoring the denominators for the moment. For p$\to$f this gives $\langle r^{-3}r^2\rangle=\langle1/r\rangle>0$. For p$\to$p the complete set contains the initial radial function $P$ itself, which must be removed:
\begin{align}
\sum_{a\ne P}(P|r^{-3}|a)(a|r^2|P)
&=\langle r^{-1}\rangle-\langle r^2\rangle\langle r^{-3}\rangle\nonumber\\
&=\tfrac12\!\iint\!P^2(r)P^2(s)(r^2-s^2)(r^{-3}-s^{-3})\,dr\,ds<0 .
\label{eq:cov}
\end{align}
Multiplying out the last line gives two terms $\langle r^{-1}\rangle$ and two terms $-\langle r^2\rangle\langle r^{-3}\rangle$, halved. The two brackets have opposite signs whenever $r\ne s$, hence the inequality.

For the 5p shell of Cs$^+$ the angular numerator is $0.61$ and the radial one is $0.61-5.01\times23.42=-116.7$, both in bohr$^{-1}$. Closure explains this contrast but does not prove the sign of a full channel, since the denominators weight the terms unequally.

\textbf{Q.} Is there a case where the angular part can be found in closed form?

\textbf{A.} Yes: two independent electrons in a hydrogenic 1s orbital $\phi_0\propto e^{-Zr}$, which can only go to d. Put $\delta\phi=-F\,C_{20}\,g(r)\phi_0$ into $(h-\epsilon)\delta\phi=-F r^2C_{20}\phi_0$. Since $\nabla\phi_0=-Z\hat{\mathbf r}\phi_0$ and $l(l+1)/2=3$,
\begin{equation}
-\tfrac12g''-\frac{g'}r+\frac{3g}{r^2}+Zg'=r^2 .
\end{equation}
For $g=\alpha r^3+\beta r^2$ the constant terms cancel and the left side is $3Z\alpha r^2+(2Z\beta-3\alpha)r$. Thus $\alpha=1/(3Z)$ and $\beta=1/(2Z^2)$. With $\langle C_{20}^2\rangle=1/5$ and $\langle1/r\rangle=Z$,
\begin{equation}
\gamma=\frac45\Big\langle\frac g{r^3}\Big\rangle=\frac45\Big(\frac1{3Z}+\frac1{2Z}\Big)=\frac2{3Z}.
\end{equation}
This is your intuition at work: the electrons oppose the field, but a tight shell does so weakly. At $Z=11$ the factor is $0.061$.

\section{What the radial response looks like}

\textbf{Q.} What do the p electrons do physically when they antishield?

\textbf{A.} They change size. Within p$\to$p, an orbital of given $m$ feels the radial perturbation $Fq_mr^2$. For $F>0$ the $m=0$ orbital is squeezed and the $m=\pm1$ orbitals are loosened. Squeezing raises the density near the nucleus, so density accumulates there along $z$, where the external energy is higher. The energy is lowered in the outer region, where $r^2$ is large; the nucleus responds to the inner region, where $r^{-3}$ is large.

Let $D_n=d\langle r^{-3}\rangle_n/d\lambda$ be the response of shell $n$p when $\lambda r^2$ is added to the frozen operator. Then $\langle r^{-3}\rangle$ changes by $Fq_mD_n$ for each $m$, and with two spins
\begin{equation}
\gamma_{pp}=-\frac1F\sum_n2\sum_mq_m(Fq_mD_n)=-\frac{12}{25}\sum_nD_n .
\label{eq:size}
\end{equation}
Finite differences of $\langle r^{-3}\rangle$ test this relation for all four ions.

\textbf{Q.} The field acts mainly at the outside of the orbital. How does the effect reach the nucleus?

\textbf{A.} Through the amplitude of a single wavefunction. Expanding the radial equation in $\lambda$, with $P\to P+\lambda P_1$, gives
\begin{equation}
(\hat f_p-\epsilon)P_1=-(r^2-\langle r^2\rangle)P ,
\end{equation}
where $\hat f_p$ is the radial Fock operator. Near the nucleus the right side is small compared with the nuclear term $ZP_1/r$ on the left. For a local potential the regular solution there is nearly a multiple of $P$, so the inner part is rescaled as a whole:
\begin{equation}
D_n=2\int\frac{PP_1}{r^3}\,dr\approx2\Big(\frac{P_1}{P}\Big)_{r\to0}\langle r^{-3}\rangle .
\end{equation}
This is an approximation even for a local potential, since $P_1/P$ varies over the region that contributes to $\langle r^{-3}\rangle$, and the argument does not cover non-local exchange, so it has to be checked. The program reads the ratio near $r=0.5/Z$. It overestimates $D_n$ by $9\%$ for Na$^+$ and by $0.3\%$ for Cs$^+$.

In Cs$^+$, $90\%$ of $\langle r^{-3}\rangle_{5p}$ comes from inside about $0.066$ bohr, while the rms radius is $2.24$ bohr. The estimate is $2\times2.485\times23.42=116.4$, so $D_{5p}=116.4/1.003\approx116$. By \eqref{eq:size} the 5p shell gives $-0.48\times116\approx-56$ of the frozen-operator $\gamma_{pp}=-65.6$. This $D_{5p}$ includes mixing with the occupied inner p shells, which cancels in the sum over $n$, so the share assigned to one shell depends on whether that mixing is counted.

\section{Numbers for the four ions}

\textbf{Q.} The electrons also respond to each other. What are the values when that is included?

\textbf{A.} Linearising the Hartree--Fock equations gives
\begin{equation}
(\hat f-\epsilon_i)\delta\phi_i=-\hat Q\,(F r^2C_{20}+\delta\hat J-\delta\hat K)\phi_i ,
\end{equation}
where $\delta\hat J$ and $\delta\hat K$ are the first-order changes of the Coulomb and exchange operators, both linear in the $\delta\phi_j$. The projector $\hat Q$ keeps unoccupied orbitals, because mixing among occupied ones leaves the density unchanged. Solving these equations together and inserting $\delta n$ in \eqref{eq:gamma} gives:

\begin{center}
\begin{tabular}{lrrrr}
ion & angular & p$\to$p & d$\to$d & total $\gamma$\\
Na$^+$ & $0.61$ & $-5.68$ & $0$ & $-5.07$\\
K$^+$ & $1.03$ & $-19.8$ & $0$ & $-18.8$\\
Rb$^+$ & $1.42$ & $-49.9$ & $-0.73$ & $-49.2$\\
Cs$^+$ & $1.79$ & $-96.8$ & $-2.05$ & $-97.0$
\end{tabular}
\end{center}

The angular part shields in all four ions. Relative to p$\to$p it falls from $11\%$ in Na$^+$ to $2\%$ in Cs$^+$. This is a division of the final density; the channels drive one another while it forms.

An independent finite-field calculation for Na$^+$ in a Gaussian basis gives $-5.08$. The same response code also passes a dipole test. In a uniform field $E$ the static electrons feel no net force, so the nucleus carries the whole force $(Z-N)E$ on an ion with $N$ electrons. The field at the nucleus is therefore $(1-N/Z)E$, and the code reproduces the factor $N/Z$ for every ion.

\textbf{Q.} How much does the mutual response matter?

\textbf{A.} A good deal. For Cs$^+$ the frozen operator gives $-67.3$. Letting only $\delta\hat J$ respond gives $-58.4$, and adding $\delta\hat K$ gives $-97.0$. One term in $-\delta\hat K\phi_i$ is $-\delta\phi_i(\mathbf r)\int|\phi_i(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r'$. It removes the repulsion between the displaced part of an electron and one electron in the orbital it came from, which makes displacement easier. I have not isolated this term numerically, so its share of the increase is open.

\section{Growth down the group}

\textbf{Q.} Why does the factor grow nearly twentyfold from Na$^+$ to Cs$^+$?

\textbf{A.} Counting only excitations to unoccupied orbitals, the outermost p shell supplies at least $90\%$ of the coupled p$\to$p part in each ion. In \eqref{eq:cov} its numerator is dominated by $\langle r^2\rangle\langle r^{-3}\rangle$; restricting the sum to unoccupied orbitals reduces it, for Cs$^+$ from $-116.7$ to $-92.1$ bohr$^{-1}$. Taking the binding energy as the scale of the denominators suggests the index
\begin{equation}
I=\frac{\langle r^2\rangle\langle r^{-3}\rangle}{|\epsilon|} .
\end{equation}
This is an estimate, since the true denominators are spread out. In atomic units,
\begin{align}
I(\mathrm{Na}^+)&=0.816\times17.05/1.797=7.74,\\
I(\mathrm{Cs}^+)&=5.010\times23.42/0.859=137 .
\end{align}
The ratio $-\gamma_{pp}/I$ is $0.73$, $0.74$, $0.72$ and $0.71$ along the series, so the index follows the coupled result closely.

From Na$^+$ to Cs$^+$, $\langle r^2\rangle$ grows by $6.14$, $1/|\epsilon|$ by $2.09$ and $\langle r^{-3}\rangle$ by $1.37$. Their product is about $17.6$, against $17.0$ for $\gamma_{pp}$. On a logarithmic scale the larger outer size accounts for about $63\%$ of the growth in $I$, the weaker binding for $26\%$ and the inner density for $11\%$.

\textbf{Q.} So it is simply that bigger ions are softer?

\textbf{A.} Softness alone would not do it. If the 2p orbital of Na$^+$ were stretched uniformly until $\langle r^2\rangle$ rose by $6.14$, lengths would grow by $\sqrt{6.14}=2.48$ and $\langle r^{-3}\rangle$ would fall by $6.14^{3/2}=15.2$. With the binding ratio actually found, the index would then drop slightly: $6.14\times2.09/15.2\approx0.84$. Even if the binding fell as the inverse square of the length, by $6.14$, the index would rise only by $6.14\times6.14/15.2\approx2.5$, far short of $17.6$.

Instead $\langle r^{-3}\rangle$ goes from $17.1$ to $13.0$, $20.2$ and $23.4$ bohr$^{-3}$. The outer p orbital keeps an inner part close to a nucleus of increasing charge. Along this series the growth comes from an exterior that softens while the interior of the same orbital stays dense.

\textbf{Q.} May I multiply my external gradient by $1-\gamma$, about $98$ for Cs$^+$?

\textbf{A.} Within this model, yes, if the sources lie outside the ion and the response is linear. If neighbouring charge overlaps the ion, the perturbation is no longer $r^2C_{20}$ throughout its density. If the surroundings compress the outer p shell, the softness changes, and $\gamma$ with it.

The calculation also omits correlation and relativity. The second omission is most serious for Cs$^+$: electron speeds near its nucleus are of order $Z=55$, against a speed of light of about $140$ in these units, and that is the region where the gradient is collected. The value $-97$ is therefore a non-relativistic Hartree--Fock result for a free ion, with no error bar relative to experiment.

\section*{Computed values}
\begin{verbatim}
Energies in hartree, lengths in bohr; gamma has no unit
ang: l changes; pp, dd: radial p->p, d->d
Na+: Z = 11, HF energy = -161.6770 hartree
 uncoupled ang 0.506 pp -3.779 dd 0.000 sum -3.273
 coupled   ang 0.608 pp -5.681 dd 0.000 sum -5.073
 gamma, only Coulomb field responding: -2.899
 outer 2p: eps -1.7972 hartree, <r^2> 0.8159 bohr^2
  <r^-3> 17.051 bohr^-3, <1/r> 1.6992 bohr^-1
  closure <1/r>-<r^2><r^-3> = -12.21 bohr^-1
  same, virtual p only: -12.21 bohr^-1
  90% of <r^-3> inside 0.484, rms radius 0.903 bohr
  P1/P near nucleus 0.251 a.u.; estimate/true 1.087
  index 7.74 a.u.; -pp/index 0.734 a.u.
  outer-shell share of coupled pp: 1.000
K+: Z = 19, HF energy = -599.0176 hartree
 uncoupled ang 0.835 pp -13.026 dd 0.000 sum -12.191
 coupled   ang 1.029 pp -19.849 dd 0.000 sum -18.820
 gamma, only Coulomb field responding: -10.841
 outer 3p: eps -1.1705 hartree, <r^2> 2.4166 bohr^2
  <r^-3> 13.022 bohr^-3, <1/r> 0.9415 bohr^-1
  closure <1/r>-<r^2><r^-3> = -30.53 bohr^-1
  same, virtual p only: -25.89 bohr^-1
  90% of <r^-3> inside 0.230, rms radius 1.555 bohr
  P1/P near nucleus 0.973 a.u.; estimate/true 1.021
  index 26.88 a.u.; -pp/index 0.738 a.u.
  outer-shell share of coupled pp: 0.916
Rb+: Z = 37, HF energy = -2938.2199 hartree
 uncoupled ang 1.102 pp -33.258 dd -1.024 sum -33.180
 coupled   ang 1.422 pp -49.928 dd -0.731 sum -49.237
 gamma, only Coulomb field responding: -29.352
 outer 4p: eps -1.0086 hartree, <r^2> 3.4388 bohr^2
  <r^-3> 20.226 bohr^-3, <1/r> 0.7545 bohr^-1
  closure <1/r>-<r^2><r^-3> = -68.80 bohr^-1
  same, virtual p only: -56.31 bohr^-1
  90% of <r^-3> inside 0.101, rms radius 1.854 bohr
  P1/P near nucleus 1.525 a.u.; estimate/true 1.006
  index 68.96 a.u.; -pp/index 0.724 a.u.
  outer-shell share of coupled pp: 0.903
Cs+: Z = 55, HF energy = -7553.8103 hartree
 uncoupled ang 1.363 pp -65.570 dd -3.072 sum -67.280
 coupled   ang 1.785 pp -96.773 dd -2.054 sum -97.042
 gamma, only Coulomb field responding: -58.366
 outer 5p: eps -0.8588 hartree, <r^2> 5.0097 bohr^2
  <r^-3> 23.420 bohr^-3, <1/r> 0.6084 bohr^-1
  closure <1/r>-<r^2><r^-3> = -116.72 bohr^-1
  same, virtual p only: -92.12 bohr^-1
  90% of <r^-3> inside 0.063, rms radius 2.238 bohr
  P1/P near nucleus 2.485 a.u.; estimate/true 1.003
  index 136.62 a.u.; -pp/index 0.708 a.u.
  outer-shell share of coupled pp: 0.902
Ratios Cs+/Na+ (no unit):
 coupled gamma 19.13, pp 17.03
 <r^2> 6.14, <r^-3> 1.37, 1/|eps| 2.09
 index 17.65
Checks:
 Na+ gamma, Gaussian finite field: -5.084
 Na+ mean energy at +-F, Gaussian: -161.6727 hartree
 hydrogenic Z=11: sum 0.060606, 2/(3Z) 0.060606
 largest error of dipole factor N/Z: 1.0e-07
\end{verbatim}
